Cusp conditions at finite nuclear mass and the cross-gradient term

## First half: the pair cusp and the nucleus

### 1. Two particles alone

Take two point particles with masses m_a and m_b that interact through the potential q/ρ, where ρ is their distance. The constant q is the product of their charges divided by 4πε₀, so it is negative for attraction and positive for repulsion. With zero total momentum, the relative motion has the reduced mass

ν = m_a m_b/(m_a + m_b)

and the Schrödinger equation

−(ħ²/2ν) ∇²ψ + (q/ρ) ψ = E ψ.

Consider a spherically symmetric solution that is finite at ρ = 0, and expand it there:

ψ = f₀ + f₁ρ + f₂ρ² + …

For a function of ρ alone, ∇²ψ = ψ″ + 2ψ′/ρ. The two pieces are

ψ″ = 2f₂ + …
2ψ′/ρ = 2f₁/ρ + 4f₂ + …

The kinetic term therefore contains −(ħ²/2ν)(2f₁/ρ) = −ħ²f₁/(νρ), and the potential term contains q f₀/ρ. Nothing else in the equation diverges as 1/ρ. The two must cancel:

−ħ²f₁/ν + q f₀ = 0, so f₁/f₀ = νq/ħ².

This is the cusp condition for two particles. The wavefunction meets the point ρ = 0 with a nonzero slope, and the slope is fixed by the reduced mass and the charges. The energy E does not enter, because Eψ stays finite.

The attractive ground state shows it in closed form. For ψ = exp(−κρ),

∇²ψ = (κ² − 2κ/ρ) ψ.

The 1/ρ terms cancel if ħ²κ/ν + q = 0, which gives κ = −νq/ħ², and the remaining constants give E = −ħ²κ²/(2ν). The slope −κ = νq/ħ² agrees with the expansion.

Now put in the two pairs that occur in an atom. Let m be the electron mass, M the nuclear mass, Ze the nuclear charge, and

k = e²/(4πε₀), a₀ = ħ²/(mk), μ = mM/(m + M).

For an electron and a nucleus, ν = μ and q = −Zk, so

f₁/f₀ = −Zμk/ħ² = −(μ/m) Z/a₀.

For two electrons, ν = m·m/(2m) = m/2 and q = +k, so

f₁/f₀ = mk/(2ħ²) = 1/(2a₀).

The first slope depends on the nuclear mass. The second does not, since no nucleus is present.

In an atom all these particles are present together. It is plausible that two particles very close to each other behave as if alone, but the Hamiltonian in its usual coordinates seems to contradict this: every electron carries the mass μ there, which suggests μ/2 for a pair of electrons. The resolution lies in a second kinetic term.

### 2. The Hamiltonian in nucleus-centred coordinates

Take N electrons and one nucleus, nonrelativistic, with Coulomb forces between point charges. The letters x, r, s, R and C denote vectors; lengths are written with bars, as in |r₁|. The nucleus is at x₀ and electron i at x_i. Define

r_i = x_i − x₀,
C = (M x₀ + m Σ_i x_i)/M_t, with M_t = M + Nm.

Let ∇_i be the gradient with respect to r_i at fixed C and fixed other r_j, and ∇_C the gradient with respect to C. Moving electron i changes r_i by the same amount and C by the fraction m/M_t. Moving the nucleus changes every r_i by the opposite amount and C by the fraction M/M_t. The chain rule gives

∂/∂x_i = ∇_i + (m/M_t) ∇_C,
∂/∂x₀ = −Σ_i ∇_i + (M/M_t) ∇_C.

The kinetic energy is −(ħ²/2m) Σ_i (∂/∂x_i)² − (ħ²/2M)(∂/∂x₀)². Insert the two lines and sort the result.

Terms with both ∇_i and ∇_C:

−(ħ²/2m)(2m/M_t) Σ_i ∇_i·∇_C + (ħ²/2M)(2M/M_t) Σ_i ∇_i·∇_C = 0.

Terms with ∇_C²:

−(ħ²/2)(Nm + M)/M_t² ∇_C² = −(ħ²/2M_t) ∇_C².

This is the motion of the whole atom. For total momentum zero it vanishes, and it is dropped from here on.

Terms with internal gradients:

−(ħ²/2m) Σ_i ∇_i² − (ħ²/2M)(Σ_i ∇_i)².

The square of the sum is Σ_i ∇_i² + 2 Σ_{i<j} ∇_i·∇_j. Since 1/m + 1/M = 1/μ,

H = −(ħ²/2μ) Σ_i ∇_i² − (ħ²/M) Σ_{i<j} ∇_i·∇_j + V, (1)

V = −Zk Σ_i 1/|r_i| + k Σ_{i<j} 1/|r_i − r_j|.

The second term of (1) is the cross-gradient or mass-polarization term. Its origin is simple. With p_i = −iħ∇_i, the momentum of the nucleus is −Σ_i p_i, because the total is zero. Its kinetic energy (Σ_i p_i)²/(2M) contains squares, which change m into μ, and products p_i·p_j/M, which are the cross-gradient term. Both parts belong to one recoil energy.

### 3. The local form of the wavefunction

Let two particles approach each other while all other particles stay away from them and from one another. Write s for the separation vector of the pair, ρ = |s| for its length, ŝ = s/ρ for its direction, and X for all remaining coordinates. The analysis rests on one assumption about regularity: near s = 0,

ψ = u(s, X) + ρ v(s, X), (2)

where u and v are smooth functions of s and X. This is the known local form of Coulomb eigenfunctions at a coalescence of two particles, and it is taken over here without proof.

The state of section 1 has this form. Indeed

exp(−κρ) = cosh(κρ) − ρ · sinh(κρ)/ρ,

and both cosh(κρ) and sinh(κρ)/ρ are power series in ρ² = s·s, hence smooth functions of the vector s. The length ρ itself is not smooth at s = 0. All the non-smooth behaviour sits in the explicit factor ρ in (2).

### 4. The cusp lemma

Near the coalescence, suppose that the Hamiltonian can be written as

H = −(ħ²/2ν) ∇_s² − ħ²g Σ_k ∇_s·∇_k + T_X + q/ρ + W. (3)

Here ∇_k are gradients with respect to the vectors in X, g is a constant with the dimension of an inverse mass, T_X contains derivatives with respect to X alone, and W is the rest of the potential, smooth near s = 0. The constant ν is defined by the coefficient of ∇_s².

First, the derivatives of ρ are needed. From ρ² = s·s follows ∇_sρ = ŝ. Then

∇_s²ρ = ∇_s·(s/ρ) = 3/ρ − s·s/ρ³ = 2/ρ.

The product rule gives

∇_s²(ρv) = 2v/ρ + 2 ŝ·∇_s v + ρ ∇_s²v. (4)

The first term diverges and the others are bounded.

For a mixed term,

∇_s·∇_k(u + ρv) = ∇_s·∇_k u + ŝ·∇_k v + ρ ∇_s·∇_k v. (5)

Every term is bounded. One derivative acts on ρ, and one derivative of ρ gives a unit vector, which has no definite limit at s = 0 but does not diverge. It takes two derivatives with respect to s to produce 1/ρ.

The remaining terms T_Xψ, Wψ and Eψ are bounded too, and the pair potential gives q u/ρ + q v. Multiply Hψ = Eψ by ρ and let ρ go to zero. What survives is

−(ħ²/ν) v(0, X) + q u(0, X) = 0,

so that

v(0, X) = (νq/ħ²) u(0, X). (6)

The singular part of the local kinetic energy cancels the singular part of the potential energy. The mass that appears in this balance is the one in front of ∇_s², and no other kinetic term contributes.

### 5. From the lemma to a slope

To first order in ρ, (2) reads

ψ = u(0, X) + s·∇_s u(0, X) + ρ v(0, X) + O(ρ²).

The second term depends on direction. It is an ordinary gradient, caused for instance by the other particles, and has nothing to do with the singularity. Averaging over the directions of s at fixed ρ removes it, because the average of ŝ is zero. With a bar for this average,

ψ̄ = u(0, X) + ρ v(0, X) + O(ρ²).

If ψ does not vanish at the coalescence, that is if u(0, X) ≠ 0, then

(1/ψ) ∂ψ̄/∂ρ at ρ = 0 equals νq/ħ². (7)

One may ask which variables are to be held fixed during the average. Suppose that another set X′ is fixed, whose vectors differ from those of X by constant multiples of s. At fixed X′ the values of X then vary linearly with s, and u(0, X) acquires an extra first-order term of the form s·(gradient of u with respect to X). It averages to zero like the other linear term. The slope (7) is therefore the same for both choices, although the function ψ̄ may differ at second order in ρ.

### 6. The electron-nucleus cusp

Let electron 1 approach the nucleus. Then s = r₁ and X = (r₂, …, r_N). Compare (1) with (3):

- The coefficient of ∇₁² is −ħ²/(2μ), hence ν = μ.
- The cross-gradient terms that contain ∇₁ are −(ħ²/M) Σ_{j>1} ∇₁·∇_j. They are mixed terms with g = 1/M.
- The pair potential has q = −Zk.

All other terms are of the type T_X or W. In particular, k/|r₁ − r_j| is smooth near r₁ = 0 as long as r_j is not zero. From (7),

(1/ψ) ∂ψ̄/∂|r₁| = −Zμk/ħ² = −(μ/m) Z/a₀. (8)

This is the two-particle value of section 1, now in the presence of any number of other electrons. The cross-gradient term has no influence on it, because of the boundedness shown in (5).

Two limits are useful. For M → ∞, μ → m and the slope is −Z/a₀. For M = m, μ = m/2 and the slope is halved. In general μ/m = 1/(1 + m/M), so a lighter nucleus gives a weaker cusp: the same singular attraction is balanced by a smaller curvature when the inertia of the pair is smaller.

### 7. Where the cross-gradient term acts at the nucleus

The term is absent from (8) but not from the wavefunction near the nucleus. It appears one order higher. Collect the terms of Hψ = Eψ that are of order ρ⁰ and change sign with ŝ.

From −(ħ²/2ν)∇_s² there are two contributions. The term 2v/ρ in (4) contains 2(s·∇_s v)/ρ = 2ŝ·∇_s v from the linear part of v, and (4) has another 2ŝ·∇_s v. Together they give −(2ħ²/ν) ŝ·∇_s v. From (5) comes −ħ²g Σ_k ŝ·∇_k v, and from q u/ρ comes q ŝ·∇_s u. All other terms of order ρ⁰ are independent of ŝ. Since the sum must vanish for every direction, at s = 0

∇_s v = (νq/2ħ²) ∇_s u − (νg/2) Σ_k ∇_k v. (9)

For the nucleus, the last term is −(μ/2M) Σ_j ∇_j v. The recoil of the nucleus links the non-smooth part of ψ near r₁ = 0 to the gradients with respect to the other electrons.

This term can be traced to the choice of coordinates. Replace r_j by

r_j′ = r_j − c r₁ for j > 1,

with a constant c. At fixed r_j′, let ∇_s be the gradient with respect to r₁. Then ∇₁ = ∇_s − c Σ_j ∇_j′ and ∇_j = ∇_j′. The mixed terms of the kinetic energy become

+(ħ²c/μ) ∇_s·Σ_j ∇_j′ − (ħ²/M) ∇_s·Σ_j ∇_j′.

They cancel for c = μ/M = m/(m + M). With this value,

r_j′ = x_j − (M x₀ + m x₁)/(M + m),

the position of electron j relative to the centre of mass of the nucleus and electron 1. In these coordinates the coefficient of ∇_s² is still −ħ²/(2μ), and (8) follows again, as it must according to section 5.

## Second half: the electron pair and a numerical case

### 8. Symbols and results used below

The electron mass is m, the nuclear mass M, the nuclear charge Ze; μ = mM/(m + M), k = e²/(4πε₀) and a₀ = ħ²/(mk). The vector r_i leads from the nucleus to electron i. At zero total momentum,

H = −(ħ²/2μ) Σ_i ∇_i² − (ħ²/M) Σ_{i<j} ∇_i·∇_j + V. (1)

Near a coalescence of two particles with separation vector s and length ρ = |s|, the wavefunction is ψ = u + ρv, with u and v smooth in s and in the other coordinates X. If the kinetic energy contains −(ħ²/2ν)∇_s² and the pair potential is q/ρ, then

v(0, X) = (νq/ħ²) u(0, X), (6)

and v/u is the relative slope of ψ averaged over directions. Terms with one gradient in s and one in X do not affect it. For an electron at the nucleus the relative slope is −(μ/m)Z/a₀.

### 9. The electron-electron cusp

Let electrons 1 and 2 approach each other away from the nucleus. Use

s = r₁ − r₂, R = (r₁ + r₂)/2.

A change of r₁ changes s by the same amount and R by half of it; a change of r₂ changes s by the opposite amount and R by half. Hence

∇₁ = ∇_s + ½∇_R, ∇₂ = −∇_s + ½∇_R.

The sum of the squares is

∇₁² + ∇₂² = (∇_s² + ∇_s·∇_R + ¼∇_R²) + (∇_s² − ∇_s·∇_R + ¼∇_R²)
= 2∇_s² + ½∇_R².

The product is

∇₁·∇₂ = −∇_s² + ½∇_s·∇_R − ½∇_R·∇_s + ¼∇_R²
= −∇_s² + ¼∇_R².

The term −∇_s² is decisive. Through it the cross-gradient term contains a second derivative in the separation, which is the kind of term that can diverge, and its minus sign sets it against the diagonal part. In (1), the diagonal part contributes

−(ħ²/2μ) · 2∇_s² = −(ħ²/μ) ∇_s²,

and the cross-gradient part contributes

−(ħ²/M) · (−∇_s²) = +(ħ²/M) ∇_s².

Their sum is −ħ²(1/μ − 1/M)∇_s². Because 1/μ = 1/m + 1/M, the nuclear mass drops out:

−(ħ²/m) ∇_s² = −(ħ²/2ν) ∇_s² with ν = m/2. (10)

The pair potential has q = +k. From (6),

(1/ψ) ∂ψ̄/∂|r₁ − r₂| = (m/2)k/ħ² = 1/(2a₀), (11)

for every nuclear mass M.

The physical reason is visible in momenta. In pure relative motion the two electrons have momenta p and −p. Their sum is zero, so the nucleus does not recoil and cannot contribute its mass. The diagonal terms alone count p²/μ = p²/m + p²/M, as if each electron pushed the nucleus independently. The cross term p₁·p₂/M = −p²/M removes the recoil energy that is not there.

The nuclear mass remains in the motion of the pair centre. The coefficients of ∇_R² add up to

−(ħ²/4)(1/μ + 1/M) = −(ħ²/2)(1/(2m) + 1/M),

which is the kinetic energy of a body of mass 2m moving relative to a nucleus of mass M.

### 10. Further electrons

With a third electron, (1) also contains

−(ħ²/M)(∇₁ + ∇₂)·∇₃ = −(ħ²/M) ∇_R·∇₃,

since ∇_s cancels in ∇₁ + ∇₂ = ∇_R. The same holds for each further electron. The third electron therefore supplies no second derivative in s and not even a mixed one. Its repulsion from electrons 1 and 2 is smooth near s = 0 when it is elsewhere. Equation (11) holds for N electrons.

The forms of the kinetic energy in sections 2, 9 and 10 were tested symbolically from laboratory coordinates, for a nucleus and three electrons.

### 11. In what sense the cross-gradient term is required

Multiply the cross-gradient term in (1) by a number λ between 0 and 1. The true Hamiltonian has λ = 1. The sum in section 9 becomes

1/(2ν_λ) = 1/μ − λ/M = (1/m)[1 + (1 − λ)m/M],

and the electron-electron slope is

ν_λ k/ħ² = (1/(2a₀)) / [1 + (1 − λ)m/M]. (12)

At λ = 0 this is μ/(2m a₀). Relative to the true value it is too small by the fraction 1 − μ/m = m/(m + M). The electron-nucleus slope is the same for every λ, because there the term is merely mixed.

The requirement refers to nucleus-centred coordinates. If the kinetic energy is written from the start in s and R, the coefficient 1/m of the relative motion appears without any separate correction. The cross-gradient term is part of the kinetic energy and not an additional interaction. Leaving it out of (1) changes the physical problem; changing the coordinates does not.

The derivation also shows how the term behaves when it acts on ψ. Near s = 0, equation (4) of the first half gives ∇_s²ψ = 2v/ρ + bounded terms, and v = ψ/(2a₀) there. Hence

∇₁·∇₂ψ = −ψ/(a₀ρ) + bounded terms.

Multiplied by −ħ²/M, and with ħ²/a₀ = mk, it becomes

−(ħ²/M) ∇₁·∇₂ψ = +(m/M) kψ/ρ + bounded terms.

The diagonal kinetic term gives −(ħ²/μ)ψ/(a₀ρ) = −(1 + m/M) kψ/ρ. Together with the repulsion +kψ/ρ, the three singular terms add up to zero. On the true wavefunction, the cross-gradient term acts near the coalescence like a small extra repulsion of relative strength m/M.

A trial function makes the contrast between the two coalescences concrete. Take

χ = exp(−a|r₁| − a|r₂| + b|r₁ − r₂|), a = 1.6/a₀, b = 0.5/a₀.

Near r₁ = 0 the predicted limit of |r₁|∇₁²χ/χ is −2a = −3.2/a₀, and that of |r₁|∇₁·∇₂χ/χ is zero. Near r₁ = r₂, the same quantities formed with the distance |r₁ − r₂| should be 2b = 1/a₀ and −2b = −1/a₀. Evaluation of the derivatives at a very small distance gives −3.2000, 0.0000, 1.0000 and −1.0000 in units of 1/a₀.

### 12. Why rescaling the lengths is not enough

Without the cross-gradient term, a finite nuclear mass is a change of scale. Put r_i = (m/μ) y_i. Then ∇_i = (μ/m)∇_{y_i}, so

−(ħ²/2μ) ∇_i² = −(ħ²/2μ)(μ/m)² ∇_{y_i}² = (μ/m)[−(ħ²/2m) ∇_{y_i}²],

and V(r) = (μ/m) V(y), because every Coulomb term is an inverse length. The Hamiltonian at λ = 0 is thus μ/m times the Hamiltonian with an infinitely heavy nucleus, written in the coordinates y. Its eigenfunctions are those of the infinite-mass problem, stretched by m/μ.

Stretching multiplies every slope by μ/m. For the nucleus this turns −Z/a₀ into −(μ/m)Z/a₀, which is right. For two electrons it turns 1/(2a₀) into μ/(2m a₀), which is wrong. First-order perturbation theory takes the expectation value of the cross-gradient term in this stretched function. That is a legitimate estimate of the energy to first order in the term, but the function used for it retains the wrong electron-electron cusp. The correction of the cusp is a correction of the wavefunction.

### 13. Pairs with a node at coalescence

If the spatial wavefunction changes sign when electrons 1 and 2 are exchanged, it vanishes at s = 0 and (11) says nothing. At fixed R, exchange means s → −s, so u and v can be taken as odd in s:

u = s·w + O(ρ³), v = s·v₁ + O(ρ³),

where the vectors w and v₁ depend on R and on the other electrons. Apply (4) to ρ(s·v₁), using ∇_s(s·v₁) = v₁ and ∇_s²(s·v₁) = 0:

∇_s²[ρ(s·v₁)] = 2(s·v₁)/ρ + 2ŝ·v₁ = 4ŝ·v₁.

The potential term k(s·w)/ρ = k ŝ·w is of the same order. All other terms of the equation vanish as ρ → 0, because they are smooth and odd in s or carry a further factor ρ. Thus

−(ħ²/2ν) · 4v₁ + k w = 0, v₁ = (νk/2ħ²) w.

With ν = m/2 this is v₁ = w/(4a₀), and

ψ = (s·w)[1 + ρ/(4a₀)] + O(ρ³), (13)

provided w ≠ 0. The slope of the bracket is half of that in (11) and again independent of M. Without the cross-gradient term it would be μ/(4m a₀).

### 14. A light nucleus as a numerical case

For a heavy nucleus the two candidates m/2 and μ/2 nearly coincide. To separate them, take a model with Z = 2 and the deliberately light nucleus M = 4m. Then

μ/m = 4/5 = 0.8.

With 1/a₀ = 18.897 nm⁻¹, the predictions are

electron-nucleus: −0.8 · 2 · 18.897 nm⁻¹ = −30.24 nm⁻¹,
electron-electron, λ = 1: 18.897/2 nm⁻¹ = 9.449 nm⁻¹,
electron-electron, λ = 0: 0.8 · 9.449 nm⁻¹ = 7.559 nm⁻¹.

At λ = 1/2, the denominator in (12) is 1 + 0.5/4 = 1.125, and the slope is 9.449/1.125 nm⁻¹ = 8.399 nm⁻¹.

The three-body equation was solved variationally with 525 functions. Each is a polynomial in |r₁|, |r₂| and |r₁ − r₂|, of total degree at most 16, times a common exponential in |r₁| + |r₂|. No cusp condition is imposed. The slopes were then taken from the definition: average ψ over directions at small separations and differentiate. With the pair centre 40 pm from the nucleus, the electron-electron slopes are

λ = 0: 7.558 nm⁻¹,
λ = 1/2: 8.398 nm⁻¹,
λ = 1: 9.447 nm⁻¹.

The electron-nucleus slope, with the other electron at 40 pm, lies between −30.24 and −30.23 nm⁻¹ in all three cases. For the true Hamiltonian the two slopes are −1.600/a₀ and 0.500/a₀. Agreement within 1% of the predictions was tested at 20 pm and 40 pm; the largest deviation found there is about 0.1%. A further test held electron 2 fixed instead of the pair centre and found the same electron-electron slope within a relative difference of 10⁻⁴, in accordance with section 5.

The small deviations reflect a finite basis. At 40 pm and λ = 1, polynomial degrees 8, 12 and 16 give 9.467, 9.441 and 9.447 nm⁻¹. The approach to 9.449 nm⁻¹ is not monotonic. The variational principle orders the energies of nested bases, but not the slopes at a point.

Changing the nuclear mass at λ = 1 separates the two laws:

M = m: electron-nucleus −18.89, electron-electron 9.455 nm⁻¹,
M = 4m: electron-nucleus −30.24, electron-electron 9.447 nm⁻¹,
M = 20m: electron-nucleus −35.99, electron-electron 9.449 nm⁻¹.

The first column follows μ/m = 0.5, 0.8 and 0.952. The second stays constant within 0.1%.

For the lowest antisymmetric state at M = 4m, (13) predicts a slope of 18.897/4 nm⁻¹ = 4.724 nm⁻¹, and 0.8 times this, 3.779 nm⁻¹, without the cross-gradient term. The computed values are 4.720 and 3.792 nm⁻¹. The tolerance of this test was 3%, since the slope comes from a ratio of second to first derivatives.

### 15. What the energies add

The symmetric ground state has the energies −63.21, −62.97 and −62.92 eV at λ = 0, 1/2 and 1. The first half of the cross-gradient term raises the energy by 0.246 eV, the second half by only 0.049 eV. The curve must bend this way: the lowest energy is the minimum over normalized functions of an expression linear in λ, and a minimum of linear functions is concave. Its tangent at λ = 0 therefore lies above the curve. From the value at λ = 1/2, the first-order estimate of the full shift is at least 0.246/0.5 eV = 0.49 eV, whereas the computed shift is 0.295 eV. For so light a nucleus, first order is a poor guide.

In the antisymmetric state the full term lowers the energy, by 0.018 eV. This lowering lies beyond first order and is tied to the very light nucleus. The first-order shift is +0.032 eV, and at λ = 1/4 and 1/2 the energy is still above its value at λ = 0. After the rescaling of section 12 the term enters only through λμ/M = λm/(m + M), so λ = 1/4 at M = 4m corresponds to the full term at M = 19m, and there the term raises the energy of this state. The electron-electron slope increases in both states. The sign of the energy shift, which depends on the whole wavefunction, does not reveal the change of the cusp, which is local.

### 16. Conditions of validity

The results concern point charges. If the nuclear charge is spread over a finite volume, the potential at its centre is finite, the coefficient q of the 1/ρ term is zero, and (6) gives no cusp at r₁ = 0. The slope (8) then describes distances that are large compared with the nucleus but small compared with a₀/Z.

The results also concern two particles meeting apart from all others. If both electrons reach the nucleus together, W in (3) is no longer smooth and the form (2) is not available. Relativistic kinetic energy and the Breit interaction would add operators absent from (1), and the balance of singular terms would have to be examined anew.

Finally, the conditions hold for eigenfunctions of H and not for every approximation to them. A product of two orbitals that are smooth away from the nucleus is smooth at r₁ = r₂, so v = 0 there and its electron-electron slope is zero, whatever masses enter the orbitals. The value 1/(2a₀) requires a wavefunction that depends on the distance between the electrons in the non-smooth manner of (2). The numerical output gives the slopes at both positions and the remaining values to more digits.

Values computed for the example and the checks

```
Bohr radius a0 = 52.9177 pm
1/a0 = 18.8973 1/nm
Model: Z = 2, M/m = 4, mu/m = 0.8000
Basis functions, symmetric states: 525
Distance times derivative over psi, trial function, units 1/a0:
  at nucleus: Laplacian -3.2000, cross-gradient -0.0000
  at electron pair: Laplacian 1.0000, cross-gradient -1.0000
Effect of the cross-gradient factor lam at M/m = 4:
 lam = 0.0: energy -63.21149 eV
  formula: e-n -30.2356, e-e 7.5589 1/nm
  measured, r = 20 pm: e-n -30.2327, e-e 7.5517 1/nm
  measured, r = 40 pm: e-n -30.2313, e-e 7.5583 1/nm
 lam = 0.5: energy -62.96561 eV
  formula: e-n -30.2356, e-e 8.3988 1/nm
  measured, r = 20 pm: e-n -30.2284, e-e 8.3940 1/nm
  measured, r = 40 pm: e-n -30.2344, e-e 8.3980 1/nm
 lam = 1.0: energy -62.91641 eV
  formula: e-n -30.2356, e-e 9.4486 1/nm
  measured, r = 20 pm: e-n -30.2242, e-e 9.4483 1/nm
  measured, r = 40 pm: e-n -30.2360, e-e 9.4469 1/nm
  main result at 40 pm in 1/a0: e-n -1.6000, e-e 0.4999
Convergence of the true e-e slope at 40 pm (M/m = 4):
  degree 8: 9.4669 1/nm
  degree 12: 9.4412 1/nm
  degree 16: 9.4469 1/nm
Dependence on nuclear mass, true Hamiltonian, r = 40 pm:
  M/m = 1, mu/m = 0.5000: e-n -18.8928 (formula -18.8973), e-e 9.4553 1/nm
  M/m = 4, mu/m = 0.8000: e-n -30.2360 (formula -30.2356), e-e 9.4469 1/nm
  M/m = 20, mu/m = 0.9524: e-n -35.9930 (formula -35.9948), e-e 9.4486 1/nm
Antisymmetric pair at M/m = 4, centre at 40 pm:
  lam = 0: energy -47.35281 eV, slope 3.7915 1/nm (formula 3.7795)
  lam = 1: energy -47.37044 eV, slope 4.7202 1/nm (formula 4.7243)
```
